# Band edges from the Prüfer phase, and exponentially narrow bands

Suppose the edges of a narrow band in a one-dimensional periodic potential are needed, perhaps to extract a hopping amplitude from its width. Two decisions come first: which function of energy goes to the root finder, and whether the width may be obtained by subtracting two computed edges. One candidate is the trace of the matrix that carries a solution across one period. Another is the phase that a solution gains over that period. The phase labels the bands and brackets every edge, but it does not locate a narrow band more accurately than the trace does. For a sufficiently narrow band, subtraction fails with both, while a slope still gives the width, provided the gaps beside the band are much wider than both the band itself and the numerical error in its centre energy.

## A crystal that can be solved by hand

Atomic units are used in the algebra. Take a row of repulsive spikes of strength $g>0$ and spacing $a$, with the cell running from one midpoint between spikes to the next. Within a cell

$$-\tfrac12\psi''+g\,\delta(x-a/2)\,\psi=E\psi,\qquad E=k^2/2>0 .$$

Combine slope and value into one complex number, $z=\psi'/k+i\psi=re^{i\theta}$. Between spikes $\psi''=-k^2\psi$, so

$$z'=-k\psi+i\psi'=ik\left(\psi'/k+i\psi\right)=ikz .$$

Free flight over half a cell therefore multiplies $z$ by $e^{ika/2}$. Integrating the Schrödinger equation across the spike shows that $\psi'$ jumps by $2g\psi$. With $\beta=g/k$ and $\psi=(z-\bar z)/(2i)$, the spike acts as

$$z\to z+2\beta\psi=(1-i\beta)z+i\beta\bar z .$$

For flight, spike, flight, the conjugate term acquires $e^{-ika/2}$ from the first flight and $e^{ika/2}$ from the second, which cancel:

$$z(a)=Az(0)+B\bar z(0),\qquad A=(1-i\beta)e^{ika},\quad B=i\beta .$$

If $z(0)$ has phase $\theta_0$, the phase gained over the cell is

$$\Delta(\theta_0)=\mu+\arg\!\left[1+\frac BA e^{-2i\theta_0}\right],\qquad \mu=ka-\arctan\beta .$$

The branch is fixed by the spike. It leaves $\psi$ unchanged and adds $2\beta$ to $\cot\theta$, so it cannot carry $\theta$ across a multiple of $\pi$. At $\theta=0$ it must give no phase change, and the formula does: $-\arctan\beta+\arg[1/(1-i\beta)]=0$.

As $\theta_0$ varies, the bracket runs around a circle centred at 1 with radius $q=\beta/\sqrt{1+\beta^2}<1$. The tangent from the origin makes an angle $\arcsin q=\arctan\beta$ with the real axis. The smallest and largest gains are thus

$$M_-=ka-2\arctan(g/k),\qquad M_+=ka .$$

A real solution that reproduces itself up to a real factor after one period must gain a multiple of $\pi$. Such solutions grow or decay in a gap, and at an edge the factor is $\pm1$. A band is where no starting phase gains a multiple of $\pi$. Its bottom and top are

$$ka-2\arctan(g/k)=(n-1)\pi,\qquad ka=n\pi,\qquad n=1,2,\ldots$$

For $ga=\pi/2$, the first band starts at $ka=\pi/2$, because then $g/k=1$ and $2\arctan1=\pi/2$. It ends at $ka=\pi$.

Two limits check the result. For weak spikes, the gap above band $n$ extends from $ka=n\pi$ to about $n\pi+2g/k$. Its energy width is $k\,\delta k=k\,(2g/ka)=2g/a$, twice the Fourier component $g/a$ of the potential, as first-order degenerate perturbation theory requires. For strong spikes, $\arctan(g/k)\approx\pi/2-k/g$. The bottom lies at $ka\approx n\pi-2k/g$, so the band has energy width $k\,(2k/ga)=2k^2/(ga)$.

The trace of the cell matrix is $2\,\mathrm{Re}A=2(\cos ka+\beta\sin ka)$. At a strong-spike band, its slope in energy has magnitude close to $2\beta a/k=2ga/k^2$. Four divided by this slope is again $2k^2/(ga)$, since the trace must change by 4 across the band. The narrow width is therefore already contained in the slope.

## The phase equation for a general potential

Now let $V$ be real, bounded and of period $a$, with $-\psi''/2+V\psi=E\psi$. Choose a fixed $s>0$, independent of $E$, and set

$$X=\psi'/s=r\cos\theta,\qquad Y=\psi=r\sin\theta .$$

The scale $k$ in the hand calculation depended on energy. This did no harm to the edges, because the condition that a real solution reproduces itself does not depend on the scale. A fixed scale is needed for the monotonicity proof below.

From $Y'=sX$ and $X'=2(V-E)Y/s$,

$$\theta'=\frac{XY'-YX'}{r^2}=s\cos^2\theta+\frac{2(E-V)}s\sin^2\theta,$$

$$(\ln r)'=\frac{XX'+YY'}{r^2}=\left[s-\frac{2(E-V)}s\right]\sin\theta\cos\theta .$$

The phase equation does not contain $r$. Its right side is unchanged by $\theta\to\theta+\pi$, so the gain $\Delta(\theta_0,E)=\theta(a)-\theta_0$ has period $\pi$ in $\theta_0$. Two phase curves cannot cross, so $\theta(a)$ increases with $\theta_0$.

To find the energy dependence, hold the initial data fixed and let $\chi=\partial\psi/\partial E$. Differentiating the Schrödinger equation gives $\chi''=2(V-E)\chi-2\psi$. Hence

$$(\psi'\chi-\psi\chi')'=\psi''\chi-\psi\chi''=2\psi^2 .$$

The expression in parentheses vanishes at $x=0$. Since $\partial\theta/\partial E=(X\,\partial_EY-Y\,\partial_EX)/r^2=(\psi'\chi-\psi\chi')/(sr^2)$,

$$\frac{\partial\theta(a)}{\partial E}=\frac{2}{s\,r(a)^2}\int_0^a\psi^2\,dx>0 .$$

Let $M_-(E)$ and $M_+(E)$ be the minimum and maximum of $\Delta$ over $\theta_0$. For $E'>E$, the starting phase that gives $M_+(E)$ gains more at $E'$, so $M_+(E')>M_+(E)$. The starting phase that gives $M_-(E')$ gained less at $E$, so $M_-(E)<M_-(E')$. Both functions therefore increase strictly.

## Two integrations give both extremes

Every real linear map of the plane can be written $z\to Az+B\bar z$. It sends 1 to $A+B$ and $i$ to $i(A-B)$, so its determinant is

$$\mathrm{Re}\left[\overline{(A+B)}(A-B)\right]=|A|^2-|B|^2 .$$

The remaining terms, $\bar BA-\bar AB$, are purely imaginary. Conservation of the Wronskian makes the determinant 1. Thus $|B/A|<1$, and the circle argument applies unchanged:

$$M_\pm=\mu\pm\delta,\qquad \sin\delta=\frac{|B|}{|A|},\qquad \tan\delta=\frac{|B|}{\sqrt{|A|^2-|B|^2}}=|B| .$$

Here $\mu$ is the continuous argument of $A$. As the mean of $M_-$ and $M_+$, it too increases with energy.

Integrate the phase and $\ln r$ from $\theta_0=0$ and from $\theta_0=\pi/2$, each with $r(0)=1$. Call the final amplitudes $r_1,r_2$ and the gains $\Delta_1,\Delta_2$. Then $A+B=r_1e^{i\Delta_1}$ and $A-B=r_2e^{i\Delta_2}$, which gives

$$A=\tfrac12(r_1e^{i\Delta_1}+r_2e^{i\Delta_2}),\qquad B=\tfrac12(r_1e^{i\Delta_1}-r_2e^{i\Delta_2}).$$

Because final phases keep the order of the starting phases, the second lies between the first and the first plus $\pi$. After subtraction of the initial $\pi/2$, this means $|\Delta_2-\Delta_1|<\pi/2$. The branch is therefore unambiguous:

$$\mu=\Delta_1+\arg\left[r_1+r_2e^{i(\Delta_2-\Delta_1)}\right].$$

The larger amplitude can be factored out and its logarithm stored, so nothing need overflow. Near a closing gap, $\delta=\arctan|B|$ is preferable to $\delta=\arctan\sqrt{|A|^2-1}$. Errors of order $\varepsilon$ in $A$ and $B$ change the first by order $\varepsilon$, but the square root can turn them into an error of order $\sqrt\varepsilon$ in the second.

## From the phase to bands and states

A real self-reproducing solution exists precisely when some starting phase gains $n\pi$, that is, when $M_-\le n\pi\le M_+$. Since $M_+-M_-=2\delta<\pi$, at most one integer can satisfy this. At a multiple of $\pi$ the phase equation gives $\theta'=s>0$, so a solution started at $\theta_0=0$ ends above zero. Hence $M_+>0$, and the first possible integer is $n=0$, the region below all bands. The edges are

$$\text{bottom of band }n:\ M_-=(n-1)\pi,\qquad \text{top of band }n:\ M_+=n\pi .$$

If both extremes reach $n\pi$ at the same energy, then $\delta=0$ and the gap is closed.

Brackets are available in advance. If $E$ lies below $V$ everywhere, a solution started at $\theta_0=\pi/2$ cannot end above $\pi/2$, so $M_-<0$. At $E=V_{\max}+(n\pi/a)^2/2$, a constant potential $V_{\max}$ would give the gain $n\pi$ from every start. The true potential is no higher, so its gain is no smaller. Edges up to the top of band $n$ lie between these energies, and bisection cannot leave one out.

The trace of the period matrix is

$$D=\mathrm{Re}(A+B)+\mathrm{Im}[i(A-B)]=2\,\mathrm{Re}A=2|A|\cos\mu .$$

In a band, the two Bloch solutions acquire factors $e^{\pm i\varphi}$, so $D=2\cos\varphi$. To choose the branch of $\varphi$, follow the phase over many periods. In a band, a linear change of coordinates turns the period map into a rotation by $\varphi$. On phases, this change has the form $C(\theta)=\theta+c(\theta)$, where $C$ increases and $c$ has period $\pi$. Two values of $c$ therefore differ by less than $\pi$. If $\theta_N$ is the phase after $N$ periods, then $C(\theta_N)=C(\theta_0)+N\varphi$, and

$$|\theta_N-\theta_0-N\varphi|=|c(\theta_0)-c(\theta_N)|<\pi .$$

So $\varphi$ is the mean gain per period. It lies between $M_-$ and $M_+$, and hence in the same interval $((n-1)\pi,n\pi)$ as $\mu$. In a gap, at least one starting phase gains exactly $n\pi$ each period. Other phase curves remain trapped between its copies shifted by $\pi$, so the mean is $\varphi=n\pi$.

The rotation number is $\rho=\varphi/\pi$. Raising $E$ raises every phase gain, so the long-time mean cannot fall. It is constant in gaps. In a band it cannot be constant over an energy interval, because $D=2\cos\varphi$ would then be constant there, whereas $D$ is a nonconstant analytic function of energy.

On a ring of $N$ cells, the allowed Bloch phases are spaced by $2\pi/N$. The $n-1$ full bands contribute $N(n-1)$ states. The occupied part of band $n$ is an interval of length $2[\varphi-(n-1)\pi]$ on the circle of Bloch phases. The total is therefore $N\varphi/\pi=N\rho$ to within one state. Thus $\rho$ is the number of states per cell, for one spin, below $E$.

## A smooth crystal in numbers

Take the model potential $V=V_0\sin^2(\pi x/a)$, with $V_0=20$ eV and the cell starting at a well minimum. No material is implied. Near the minimum, $V\approx\omega^2x^2/2$ with $\omega=\pi\sqrt{2V_0}/a$. The scale is $s=\sqrt\omega$, fixed for each $a$.

For $a=6$ angstrom and $E=15$ eV, the phases give $\mu=5.497$ and $\delta=1.442$, in radians. Thus $M_-=4.055$ and $M_+=6.938$. The interval contains $2\pi=6.283$, so this energy lies in the gap above the second band.

At 22 eV, $\mu=10.327$ and $\delta=0.859$ give $M_-=9.468$ and $M_+=11.186$. Both lie between $3\pi=9.425$ and $4\pi=12.566$, so the energy is in band 4. With $|A|=1.531$, half the trace is $1.531\cos(10.327)=-0.949$. Therefore $\varphi=3\pi+\arccos(0.949)=3\pi+0.320$, and $\rho=3.102$. A ring of 60 cells should have about $60\times3.102=186.1$ states below this energy. Direct counting gives 187, within the permitted difference of one.

The edge equations give these bands:

| Band | Bottom (eV) | Top (eV) |
|---|---:|---:|
| 1 | 4.2849 | 4.2971 |
| 2 | 12.0617 | 12.3465 |
| 3 | 17.6595 | 19.6594 |
| 4 | 21.8616 | 27.3453 |
| 5 | 27.7457 | 36.6036 |

Plane-wave diagonalization reproduces all ten edges to about $2\times10^{-12}$ eV. This agreement tests the numerical solution of the model, not the model's relevance to a material. Further tests compare the extremes with the gains from 720 starting phases, and the energy derivative with its integral.

Averaging over a finite number of periods converges slowly. At 12 eV the exact rotation number is 1, while the mean over 25 periods is 1.036. The bound permits an error of $1/25=0.04$. Computing $\varphi$ from one period avoids this error.

## What happens when the band is narrow

At the phase centre of band $n$, $\mu=(n-\tfrac12)\pi$. The edge equations place $\mu$ at a distance

$$\eta=\frac\pi2-\delta=\arctan\frac1{|B|}$$

on either side. If $\mu'$ and $|B|$ vary little across the band, its width is

$$W\approx\frac{2\arctan(1/|B|)}{\mu'} .$$

Primes on $\mu$ and $D$ denote derivatives with respect to energy. At the centre $\cos\mu=0$, so the term containing $|A|'$ drops out of $D'$:

$$|D'|=2|A|\mu',\qquad \frac4{|D'|}=\frac2{|A|\mu'} .$$

For $|A|\gg1$, $|B|$ and $|A|$ are nearly equal and the two width formulas agree. Neither subtracts the edges. When each period has a single well, the cell starts in it and $s$ is close to $\sqrt\omega$, as here, a tiny error in the centre energy also does little harm, even if it exceeds $W$, because $\mu'$, $\ln|B|$ and $D'$ vary on the much larger scale of the level spacing. With a cell that starts in a barrier, $\mu'$ and $|B|$ can change appreciably within the band, and the phase formula for the width is then unreliable.

The same factorization explains the conditioning. Suppose a stable integration produces matrix elements with errors of order $\varepsilon|A|$. Near the centre, the resulting errors in the energies found from the trace and from the phase are

$$\delta E_D\sim\frac{\varepsilon|A|}{2|A|\mu'}=\frac{\varepsilon}{2\mu'},\qquad \delta E_\mu\sim\frac{\varepsilon}{\mu'} .$$

The exponentially large factor cancels from the trace estimate. These are orders of magnitude, so the factor of two does not show that one method is better.

The lowest band shows the consequence. Below, $W$ comes from a 60-digit plane-wave calculation, and the last column is the difference of two edges computed from the phase in double precision.

| $a$ (angstrom) | Centre (eV) | $W$ (eV) | Subtraction (eV) |
|---:|---:|---:|---:|
| 6 | 4.29102 | $1.218\times10^{-2}$ | $1.218\times10^{-2}$ |
| 12 | 2.21798 | $1.449\times10^{-6}$ | $1.449\times10^{-6}$ |
| 24 | 1.12609 | $2.635\times10^{-14}$ | $2.662\times10^{-14}$ |
| 36 | 0.75445 | $5.434\times10^{-22}$ | $-4.343\times10^{-15}$ |

The search for each edge stops at an interval of $4.4\times10^{-15}$ eV, so the last column comes in steps of about that size. At 24 angstrom the entry is six such steps. It happens to lie within about 1 percent of the width, although one step is a sixth of it. At 36 angstrom the entry is one step with the wrong sign, and it says nothing about the width. A finer search would not help, because it could return only a multiple of the floating-point spacing. Adjacent floating-point energies, stored in hartree, are $1.7\times10^5$ band widths apart at this point. No root finder that returns such numbers can resolve the two edges.

The slopes still work. At 36 angstrom, $|A|=1.5704\times10^{21}$ and $\mu'=2.3438$ rad/eV, so

$$W\approx\frac{2}{(1.5704\times10^{21})(2.3438)}=5.434\times10^{-22}\ \mathrm{eV}.$$

The trace slope has magnitude $7.3614\times10^{21}$ per eV, and four divided by it gives the same width. For the three longer periods, both slope formulas pass a test at a relative tolerance of $10^{-5}$.

Both methods also locate the centre well. At 36 angstrom, their differences from the reference are $1.3\times10^{-15}$ eV for the phase and $3.9\times10^{-15}$ eV for the trace. At 24 angstrom the order is reversed, with $2.6\times10^{-14}$ and $4.5\times10^{-15}$ eV. The first of these figures is smaller than the final search interval of $4.4\times10^{-15}$ eV, so it does not measure the accuracy of the phase. These data establish no accuracy advantage for either.

At 6 angstrom, both centres differ from the reference by $1.7\times10^{-5}$ eV for another reason. The reference is the midpoint of the edges, whereas the methods solve $\cos\mu=0$. The distances from that point to the two edges differ because $\eta$ and $\mu'$ change slightly across the band. Each change is proportional to $W$ and acts on a distance that is itself proportional to $W$, so the midpoint shifts at order $W^2$.

## Where the phase helps, and where to start the cell

The origin of the cell affects how the large factor is divided. Moving it leaves $D(E)$ unchanged, so $|A|\mu'=|D'|/2$ at the band centre is unchanged too. At 6 angstrom, a well origin gives $|A|=402.8$ and $\mu'=0.4076$ rad/eV. A barrier origin gives $1.180$ and $139.1$ rad/eV. Both products are 164.2 per eV.

The steep phase is not a gain in accuracy. Conservation of area in the $(X,Y)$ plane implies $\partial\theta(a)/\partial\theta(x)=r(x)^2/r(a)^2$. With a barrier origin, a solution can be large in the well and small at the end of the cell, so a phase error made in the well is magnified. With a well origin, the generic solution ends large after crossing the barrier, and earlier phase errors are reduced. At the centre of a narrow band in this symmetric potential, one of the two starts, $\theta_0=0$ or $\pi/2$, is an exception. Its solution ends small and its phase error is magnified, but because it ends small it contributes almost nothing to $A$ and $B$. From one band centre to the next, $\mu$ rises by $\pi$ for either origin. With a barrier origin, much of this rise is concentrated in steep steps at the narrow bands. With a well origin it is spread over the level spacing, so $\mu'$ stays moderate. For $a=6$ angstrom, $\omega=9.141$ eV gives the average estimate $\pi/\omega=0.344$ rad/eV, comparable with the local slope 0.408.

The phase has a clear advantage in searching for bands. For $a=12$ angstrom, the trace is $2.8\times10^7$ at 0.457 eV and $9.4\times10^3$ at 8.684 eV. Equal signs give no hint that anything lies between. The rotation numbers are 0 and 2, so two whole bands do. A trace search can find them with a sufficiently fine scan for sign changes, but two samples do not tell it how fine the scan must be.

Range is the other advantage. For $a=600$ angstrom and $E=0.5$ eV, $\ln|D|=831.7$, beyond the double-precision limit of 709.8. An unscaled trace overflows, although rescaling during integration could prevent that. The phase remains $\mu=17.27$ rad, or $5.496\pi$. This is close to a band centre, but $\eta$ is exponentially small, so the energy is still in a gap. The nearest integer to $\mu/\pi$ is 5, and five bands lie below.

For a calculation, the choice follows from these results. Start the cell in a well, with $s$ near the value of $\sqrt\omega$ for that well, use $M_-$ and $M_+$ to index and bracket the edges, and subtract edges when their separation is well above the numerical error. When it is not, and the gaps beside the band are much wider than both the band and the numerical error in its centre energy, find the centre and obtain the width from $\mu'$ and $|B|$, or from $D'$ if the trace remains in range.

Two limits apply when a period contains several wells. If the wells differ, start the phase formula in the well that holds the band's states, since another well can act like a barrier origin. If they are nearly alike, narrow bands can lie close together. When the gap between two such bands is comparable to their widths, the trace is curved across each band, and neither slope formula gives the width accurately. The slopes also fail when that gap is no wider than the numerical error in the centre energy, because they are then evaluated at the wrong place.

## Numbers as computed

```
Model: V0 = 20.0 eV; band table for a = 6.0 angstrom
Zone-edge free energy pi^2/(2a^2) = 1.04453 eV
Harmonic well quantum = 9.14124 eV
E = 15.0 eV: mu = 5.49653 rad, delta = 1.44177 rad, |A| = 7.7719
E = 22.0 eV: mu = 10.32703 rad, delta = 0.85922 rad, |A| = 1.5313
d theta/dE at 15 eV, theta0 = 0: difference 0.165665, integral 0.165665 rad/eV
Band 1: bottom 4.284929 eV, top 4.297110 eV, width 0.012181 eV
Band 2: bottom 12.061722 eV, top 12.346474 eV, width 0.284752 eV
Band 3: bottom 17.659464 eV, top 19.659383 eV, width 1.999919 eV
Band 4: bottom 21.861594 eV, top 27.345277 eV, width 5.483684 eV
Band 5: bottom 27.745716 eV, top 36.603618 eV, width 8.857902 eV
Largest edge difference from plane waves = 2.1e-12 eV
Ring of 60 cells: largest |count - cells*rho| = 0.9841
E = 3.0 eV: rho = 0.00000, 25-period mean 0.01321, ring count 0
E = 9.0 eV: rho = 1.00000, 25-period mean 0.98991, ring count 60
E = 12.0 eV: rho = 1.00000, 25-period mean 1.03594, ring count 60
E = 17.0 eV: rho = 2.00000, 25-period mean 2.00792, ring count 120
E = 22.0 eV: rho = 3.10190, 25-period mean 3.11573, ring count 187
E = 30.0 eV: rho = 4.29703, 25-period mean 4.30673, ring count 257
Lowest band as the period grows:
a = 6 angstrom: centre 4.29101914 eV, reference width 1.218095e-02 eV
  width: phase 1.218081e-02, trace slope 1.218080e-02, subtraction 1.218e-02 eV
  centre error: phase 1.7e-05, trace 1.7e-05 eV
  slopes: mu 0.40762 rad/eV, D -3.2839e+02 1/eV; |A| = 4.0281e+02
  float spacing (hartree) / width = 6.20e-14
  barrier origin: mu slope 139.105 rad/eV, |A| = 1.1804
a = 12 angstrom: centre 2.21797794 eV, reference width 1.448721e-06 eV
  width: phase 1.448721e-06, trace slope 1.448721e-06, subtraction 1.449e-06 eV
  centre error: phase 6.0e-13, trace 5.5e-13 eV
  slopes: mu 0.79357 rad/eV, D -2.7611e+06 1/eV; |A| = 1.7396e+06
  float spacing (hartree) / width = 2.61e-10
a = 24 angstrom: centre 1.12609039 eV, reference width 2.635420e-14 eV
  width: phase 2.635420e-14, trace slope 2.635420e-14, subtraction 2.662e-14 eV
  centre error: phase 2.6e-14, trace 4.5e-15 eV
  slopes: mu 1.56843 rad/eV, D -1.5178e+14 1/eV; |A| = 4.8386e+13
  float spacing (hartree) / width = 7.16e-03
a = 36 angstrom: centre 0.75444515 eV, reference width 5.433781e-22 eV
  width: phase 5.433781e-22, trace slope 5.433781e-22, subtraction -4.343e-15 eV
  centre error: phase 1.3e-15, trace 3.9e-15 eV
  slopes: mu 2.34379 rad/eV, D -7.3614e+21 1/eV; |A| = 1.5704e+21
  float spacing (hartree) / width = 1.74e+05
a = 12 angstrom, E = 0.457 and 8.684 eV: D = 2.835e+07, 9.388e+03; rho = 0, 2
a = 600 angstrom, E = 0.5 eV: mu = 17.2665 rad, ln|D| = 831.73, limit 709.78
```
